# The Poisson Law and Huang-Rhys Factor of Displaced Harmonic Oscillators

## Result

A molecule absorbs light and passes from a lower electronic state to an upper one. Along one vibrational coordinate $x$ both states have harmonic potentials of the same curvature, but their minima lie a distance $d$ apart. If the molecule starts in its lowest vibrational level and the electronic transition moment can be taken as independent of $x$ (the Condon approximation, described below), the probability that it arrives with $n$ vibrational quanta in the upper state is

$$P_n=e^{-S}\,\frac{S^n}{n!},\qquad n=0,1,2,\dots$$

The single parameter $S$ is the Huang-Rhys factor. It has three equivalent forms:

$$S=\frac{m\omega d^2}{2\hbar}=\frac{g^2}{2m\hbar\omega^3}=\frac{\lambda}{\hbar\omega}.$$

Here $m$ is the mass belonging to the coordinate and $\omega$ the angular frequency. The gradient $g$ is the slope of the upper potential at the minimum of the lower one. The reorganization energy $\lambda$ is the energy released when the molecule relaxes on the upper potential from that point to the upper minimum.

## The model and its assumptions

Atomic units are used from here on, so $\hbar=1$. The origin of $x$ is the minimum of the lower potential. The two potentials are

$$V_g(x)=\tfrac12 m\omega^2x^2,\qquad V_e(x)=G+\tfrac12 m\omega^2(x-d)^2,$$

where $G$ is the energy between the two minima. The vibrational Hamiltonians are

$$H_g=\frac{p^2}{2m}+V_g(x),\qquad H_e=\frac{p^2}{2m}+V_e(x).$$

Their eigenstates are written $|n_g\rangle$ and $|n_e\rangle$.

In the Born-Oppenheimer description each molecular state is an electronic state times a vibrational state. Integrating over the electrons first leaves an electronic transition moment $\mu(x)$, and the amplitude for the transition is $\langle n_e|\mu(x)|0_g\rangle$. The Condon approximation replaces $\mu(x)$ by a constant $\mu$ over the small region where $|0_g\rangle$ is appreciable. The amplitude then becomes

$$\mu\,c_n,\qquad c_n=\langle n_e|0_g\rangle .$$

The Franck-Condon factor is $P_n=|c_n|^2$. The states $|n_e\rangle$ form a complete orthonormal set for motion along $x$, and $|0_g\rangle$ is normalized, so

$$\sum_{n=0}^{\infty}P_n=\sum_n\langle0_g|n_e\rangle\langle n_e|0_g\rangle=\langle0_g|0_g\rangle=1 .$$

The $P_n$ are therefore probabilities. A measured intensity also contains a prefactor that depends on the light frequency; it is not part of $P_n$.

## Ladder operators of the upper oscillator

Let $q=x-d$ be the distance from the upper minimum. Since $d$ is a number, $[q,p]=[x,p]=i$. Define

$$a_e=\sqrt{\frac{m\omega}{2}}\left(q+\frac{ip}{m\omega}\right),\qquad a_e^\dagger=\sqrt{\frac{m\omega}{2}}\left(q-\frac{ip}{m\omega}\right).$$

Multiplying them in this order, and keeping the order of $q$ and $p$, gives

$$a_e^\dagger a_e=\frac{m\omega}{2}\left(q^2+\frac{p^2}{m^2\omega^2}+\frac{i}{m\omega}(qp-pq)\right)=\frac{m\omega q^2}{2}+\frac{p^2}{2m\omega}-\frac12 .$$

The last term arises because $i\,[q,p]=i\cdot i=-1$. In the opposite order the commutator changes sign, so $a_ea_e^\dagger$ is the same expression with $+\frac12$. Two results follow:

$$[a_e,a_e^\dagger]=1,\qquad H_e=G+\omega\left(a_e^\dagger a_e+\tfrac12\right).$$

Suppose $a_e^\dagger a_e|\nu\rangle=\nu|\nu\rangle$ with $|\nu\rangle$ normalized. The commutator shows that $a_e|\nu\rangle$, if it is not zero, has eigenvalue $\nu-1$. Also $\nu=\langle\nu|a_e^\dagger a_e|\nu\rangle$ is the squared length of $a_e|\nu\rangle$ and cannot be negative. Repeated lowering must therefore end at a state that $a_e$ turns into zero, which requires $\nu$ to be one of $0,1,2,\dots$. These are the states $|n_e\rangle$, with energies $G+\omega(n+\frac12)$.

In the same way $a_e^\dagger|n_e\rangle$ has eigenvalue $n+1$. Its squared length is

$$\langle n_e|a_ea_e^\dagger|n_e\rangle=\langle n_e|(a_e^\dagger a_e+1)|n_e\rangle=n+1 .$$

With the phases of the states chosen so that the factor is positive,

$$a_e^\dagger|n_e\rangle=\sqrt{n+1}\,|(n+1)_e\rangle .$$

The adjoint of this equation is the relation needed below:

$$\langle n_e|a_e=\sqrt{n+1}\,\langle(n+1)_e| .$$

The lower oscillator has the same relations with $d=0$. Its lowering operator is

$$a_g=\sqrt{\frac{m\omega}{2}}\left(x+\frac{ip}{m\omega}\right),\qquad a_g|0_g\rangle=0 .$$

## Displacement shifts the lowering operator by a number

Because $m$ and $\omega$ are the same in both states, $a_e$ and $a_g$ differ in the term containing $d$ and in nothing else:

$$a_e=a_g-\alpha,\qquad \alpha=d\sqrt{\frac{m\omega}{2}} .$$

Acting on the initial state gives

$$a_e|0_g\rangle=a_g|0_g\rangle-\alpha|0_g\rangle=-\alpha|0_g\rangle .$$

The old ground state is thus an eigenstate of the new lowering operator. Such a state is called a coherent state of the upper oscillator.

Now project this equation on $\langle n_e|$. The left side is $\langle n_e|a_e|0_g\rangle=\sqrt{n+1}\,c_{n+1}$ and the right side is $-\alpha c_n$. Hence

$$c_{n+1}=-\frac{\alpha}{\sqrt{n+1}}\,c_n .$$

Starting from $c_0$, the first steps are $c_1=-\alpha c_0$ and $c_2=-\alpha c_1/\sqrt2=\alpha^2c_0/\sqrt{2}$. Each further step contributes one factor $-\alpha$ and one square root, so

$$c_n=\frac{(-\alpha)^n}{\sqrt{n!}}\,c_0 .$$

## Normalization gives the Poisson law

Insert $c_n$ into the sum of probabilities:

$$1=\sum_{n=0}^{\infty}|c_n|^2=|c_0|^2\sum_{n=0}^{\infty}\frac{\alpha^{2n}}{n!}=|c_0|^2e^{\alpha^2} .$$

Therefore $|c_0|^2=e^{-\alpha^2}$. With $S=\alpha^2$,

$$P_n=|c_0|^2\frac{\alpha^{2n}}{n!}=e^{-S}\frac{S^n}{n!},\qquad S=\frac{m\omega d^2}{2} .$$

The value of $c_0$ also follows directly from the overlap of the two ground-state wavefunctions. Each is a normalized Gaussian, so

$$c_0=\sqrt{\frac{m\omega}{\pi}}\int_{-\infty}^{\infty}e^{-m\omega[x^2+(x-d)^2]/2}\,dx .$$

Completing the square gives $x^2+(x-d)^2=2(x-d/2)^2+d^2/2$. The remaining Gaussian integral equals $\sqrt{\pi/(m\omega)}$ and cancels the prefactor. What is left is

$$c_0=e^{-m\omega d^2/4}=e^{-\alpha^2/2},$$

in agreement with the normalization. This fixes the sign of $c_0$ as positive. For $d>0$ the amplitudes $c_n$ then alternate in sign, while the probabilities do not depend on the sign of $d$.

## Displacement, gradient and reorganization energy

The slope of the upper potential is $V_e'(x)=m\omega^2(x-d)$. At the lower minimum, $x=0$, it is

$$g=V_e'(0)=-m\omega^2d .$$

For $d>0$ the slope is negative and the force $-g$ is positive: it pushes the molecule toward the upper minimum. Solving for the displacement gives $d^2=g^2/(m^2\omega^4)$, and so

$$S=\frac{m\omega}{2}\,\frac{g^2}{m^2\omega^4}=\frac{g^2}{2m\omega^3} .$$

This form needs no search for the upper minimum. A slope at the initial geometry suffices, provided that the curvatures are equal and the upper potential is harmonic over the whole range from $x=0$ to $x=d$. Equal curvature at the two minima is not enough. Take a Morse upper curve $G+D\,(1-e^{-a(x-d)})^2$ with $2Da^2=m\omega^2$ and $D=0.2$ hartree, an anharmonicity of about $10\ \mathrm{cm^{-1}}$, and the $m$, $\omega$ and $d$ of the worked example below. The displacement form then gives $1.44$, the gradient form $2.70$ and the reorganization form $1.78$, and the distribution is no longer Poisson.

The reorganization energy is the drop on the upper potential from $x=0$ to $x=d$:

$$\lambda=V_e(0)-V_e(d)=\tfrac12m\omega^2d^2=\omega\,\frac{m\omega d^2}{2}=S\omega .$$

Hence $S=\lambda/\omega$: the Huang-Rhys factor is the reorganization energy counted in vibrational quanta.

To restore $\hbar$, note that $\lambda=\frac12m\omega^2d^2$ and $g=-m\omega^2d$ are classical quantities and contain no $\hbar$, while one quantum has energy $\hbar\omega$. Thus $S=\lambda/(\hbar\omega)$, and substituting for $\lambda$ gives the other two forms stated at the beginning.

There is also a purely geometric reading. The probability density of the initial state is proportional to $e^{-m\omega x^2}$, a Gaussian of variance

$$\sigma_x^2=\langle x^2\rangle=\frac{1}{2m\omega} .$$

It follows that $S=d^2/(4\sigma_x^2)$. The Huang-Rhys factor compares the displacement with the quantum spread of the initial position, and $S=1$ when $d=2\sigma_x$.

## Mean and width of the absorption spectrum

The zero-point energies of the two states are equal and cancel, so the line with $n$ quanta lies at

$$E_n=G+\omega\left(n+\tfrac12\right)-\tfrac12\omega=G+n\omega .$$

The mean number of quanta is

$$\langle n\rangle=\sum_{n=1}^{\infty}n\,e^{-S}\frac{S^n}{n!}=S\,e^{-S}\sum_{n=1}^{\infty}\frac{S^{n-1}}{(n-1)!}=S .$$

Cancelling $n(n-1)$ against $n!$ in the same way gives $\langle n(n-1)\rangle=S^2e^{-S}\sum_{n=2}^{\infty}S^{n-2}/(n-2)!=S^2$. The variance is therefore

$$\langle n^2\rangle-\langle n\rangle^2=(S^2+S)-S^2=S .$$

The mean transition energy is $G+S\omega=G+\lambda$, and the standard deviation of the line energies is $\sigma_E=\omega\sqrt S$.

Both have a simple origin in the potentials. Expanding the square in $V_e$ gives

$$V_e(x)-V_g(x)=G+\tfrac12m\omega^2d^2-m\omega^2d\,x=G+\lambda+gx .$$

The quadratic terms cancel because the curvatures are equal. Let $E_{g0}=\omega/2$ be the initial vibrational energy. Since $H_g|0_g\rangle=E_{g0}|0_g\rangle$,

$$(H_e-E_{g0})|0_g\rangle=(G+\lambda+gx)|0_g\rangle .$$

The distribution of the line energies is that of $H_e-E_{g0}$ in the state $|0_g\rangle$. Its mean is $G+\lambda$, because $\langle x\rangle=0$. This is the vertical gap $V_e(0)-V_g(0)$. Its mean square is the squared length of the vector on the right, so its variance is

$$\sigma_E^2=g^2\langle x^2\rangle=\frac{m^2\omega^4d^2}{2m\omega}=\frac{m\omega^3d^2}{2}=S\omega^2 .$$

The spectral width is thus $\sigma_E=|g|\,\sigma_x$: the magnitude of the slope of the upper potential at the lower minimum, multiplied by the position spread of the initial state.

## The strongest line and the limits of small and large S

The ratio of neighbouring probabilities is

$$\frac{P_{n+1}}{P_n}=\frac{S}{n+1} .$$

The probabilities grow as long as $n+1<S$ and fall once $n+1>S$. The largest $P_n$ therefore has $n$ equal to the integer part of $S$, and "strongest" is meant here in this sense. The frequency prefactor of a measured intensity can move the maximum by one line when $S$ is near an integer: for $G=0.15$ hartree, $\omega=0.006$ hartree and $S=3.95$, $P_n$ is largest at $n=3$ but $E_nP_n$ at $n=4$. If $S$ is a positive integer, the ratio equals one at $n=S-1$, and the lines $S-1$ and $S$ are equally strong.

For $S\ll1$ the expansion $e^{-S}\approx1-S$ gives $P_0\approx1-S$ and $P_1\approx S$, to first order in $S$. Nearly all the probability lies in the line without vibrational excitation. At $S=0$ that line alone remains.

For $S\gg1$ the zero-quantum line is suppressed by $e^{-S}$. The width in quanta is $\sqrt S$ and the mean is $S$, so the width relative to the mean falls as $1/\sqrt S$. The energies then cluster, relative to $\lambda$, around the vertical gap.

## Emission

Let the molecule relax to $|0_e\rangle$ and then emit light. From $a_g=a_e+\alpha$ it follows that $a_g|0_e\rangle=\alpha|0_e\rangle$. The earlier argument applies with $-\alpha$ replaced by $\alpha$:

$$\langle n_g|0_e\rangle=e^{-\alpha^2/2}\frac{\alpha^n}{\sqrt{n!}} .$$

The probabilities are the same Poisson distribution with the same $S$. Now the $n$ quanta stay behind in the lower state, so the lines lie at $G-n\omega$ and their mean is $G-\lambda$. The mean absorption and emission energies, weighted with $P_n$, differ by $2\lambda$.

## Worked example

Take a model oscillator with $m=12000$ electron masses, $\omega=0.006$ hartree, $d=0.2$ bohr and $G=0.15$ hartree. The frequency corresponds to about $1317\ \mathrm{cm^{-1}}$. In atomic units $m\omega=72$ and $m\omega^2=0.432$.

The displacement gives

$$\alpha=0.2\sqrt{72/2}=1.2,\qquad S=\alpha^2=1.44 .$$

The gradient is $g=-0.432\times0.2=-0.0864$ hartree/bohr, and it gives

$$S=\frac{(0.0864)^2}{2\times12000\times(0.006)^3}=1.44 .$$

The reorganization energy is $\lambda=\frac12\times0.432\times(0.2)^2=0.00864$ hartree, or $0.235$ eV, and it gives

$$S=\frac{0.00864}{0.006}=1.44 .$$

The first probability is $P_0=e^{-1.44}=0.23693$. The ratio rule then gives $P_1=1.44\,P_0=0.34118$, $P_2=(1.44/2)P_1=0.24565$, and so on.

| $n$ | $E_n$ (hartree) | $c_n$ | $P_n$ |
|---|---|---|---|
| 0 | 0.150 | +0.4868 | 0.23693 |
| 1 | 0.156 | −0.5841 | 0.34118 |
| 2 | 0.162 | +0.4956 | 0.24565 |
| 3 | 0.168 | −0.3434 | 0.11791 |
| 4 | 0.174 | +0.2060 | 0.04245 |
| 5 | 0.180 | −0.1106 | 0.01222 |
| 6 | 0.186 | +0.0542 | 0.00293 |

These seven lines hold $0.9993$ of the total probability. The strongest is $n=1$, the integer part of $1.44$.

The mean absorption energy is $0.15+0.00864=0.15864$ hartree. The mean emission energy is $0.15-0.00864=0.14136$ hartree. They differ by $0.01728$ hartree, which is $2\lambda$. The position spread is $\sigma_x=1/\sqrt{144}=0.0833$ bohr, and the width of the absorption spectrum is

$$\sigma_E=|g|\sigma_x=0.0864\times0.0833=0.0072\ \text{hartree},$$

equal to $\omega\sqrt S=0.006\times1.2$ hartree.

To obtain $S=4$ with the same mass and frequency, the displacement must be $d=\sqrt{2S/(m\omega)}=\sqrt{8/72}=0.333$ bohr. Then $P_3=P_4=0.1954$, while the neighbours are lower: $P_2=0.1465$ and $P_5=0.1563$. This is the pair of equal maxima expected for integer $S$.

## Where the Poisson law ends

A convenient index for departures from the law is

$$R=\frac{P_1^2}{P_0P_2} .$$

For a Poisson distribution with $S>0$ the exponentials and powers of $S$ cancel, leaving $R=2!=2$. A value other than 2 rules out a Poisson distribution with any $S$. The converse does not hold: for the excited start treated below, $R=2$ at $S=1\pm1/\sqrt2$, although the distribution is not Poisson.

**Unequal curvatures.** Let the upper frequency be $\omega'\neq\omega$. The upper lowering operator is then

$$a'_e=\sqrt{\frac{m\omega'}{2}}\left(x-d+\frac{ip}{m\omega'}\right).$$

Adding and subtracting $a_g$ and $a_g^\dagger$ gives $x=(a_g+a_g^\dagger)/\sqrt{2m\omega}$ and $ip=\sqrt{m\omega/2}\,(a_g-a_g^\dagger)$. Substitution yields

$$a'_e=u\,a_g+v\,a_g^\dagger-d\sqrt{\frac{m\omega'}{2}},$$

$$u=\frac12\left(\sqrt{\frac{\omega'}{\omega}}+\sqrt{\frac{\omega}{\omega'}}\right),\qquad v=\frac12\left(\sqrt{\frac{\omega'}{\omega}}-\sqrt{\frac{\omega}{\omega'}}\right).$$

Since $v\neq0$, acting on $|0_g\rangle$ now also produces $|1_g\rangle$. The initial state is no longer an eigenstate of the upper lowering operator, and the two-term recursion for $c_n$ fails.

For $\omega'=0.8\,\omega=0.0048$ hartree and the other parameters of the example, the overlaps were computed by diagonalizing both Hamiltonians numerically in a basis of sinc functions on a grid. They give $R=2.35$. There is also no longer a single $S$. The reorganization energy divided by the frequency is $m\omega'd^2/2=1.152$ on the upper potential and $m\omega d^2/2=1.44$ on the lower one.

**A vibrationally excited start.** Keep the curvatures equal but start in $|1_g\rangle=a_g^\dagger|0_g\rangle$. Because $a_g^\dagger=a_e^\dagger+\alpha$ and $\langle n_e|a_e^\dagger=\sqrt n\,\langle(n-1)_e|$,

$$\langle n_e|1_g\rangle=\sqrt n\,c_{n-1}+\alpha c_n ,$$

where the first term is absent for $n=0$. Inserting the known $c_n$ and squaring gives

$$P_0=e^{-S}S,\qquad P_1=e^{-S}(1-S)^2,\qquad P_2=e^{-S}\frac{S(2-S)^2}{2} .$$

For $S=1.44$ the index is

$$R=\frac{2(1-S)^4}{S^2(2-S)^2}=0.115,$$

far from 2. The small value comes from $P_1$, where the two contributions to the amplitude, $c_0$ and $\alpha c_1=-Sc_0$, partly cancel, leaving $(1-S)c_0=-0.44\,c_0$. The Poisson law was derived for the start in $|0_g\rangle$, and it fails for this excited start. In a warm sample let a fraction $f$ of the molecules start in excited vibrational levels. The weight of a line is then $(1-f)$ times its Poisson value plus $f$ times a probability, so it differs from the Poisson value by at most $f$. When the thermal energy is small compared with $\hbar\omega$, $f$ is small, and lines whose weight is much larger than $f$ follow the law well. Weaker lines need not. The line at $G$ receives $e^{-S}$ from a start in $|0_g\rangle$ but $e^{-S}(1-S)^2$ from a start in $|1_g\rangle$, so for large $S$ a small excited fraction can change it by a large factor.
